# Why tunneling spectra can miss the electrode density of states: a program that tests the result

```python
# Result under test: for independent electrons and a smooth weak barrier,
#   4 pi^2 |M|^2 rho_L rho_R = exp(-2S)   at fixed transverse wavevector,
# so the electrode density of states (DOS) drops out of the tunnel current.
# M: matrix element, rho: 1D DOS per spin, S: integral of the decay constant.
# An abrupt interface leaves a velocity factor, which is not the DOS.
# Units: eV, nm, V; masses in electron masses; C = hbar^2/(2 m_e) in eV nm^2.
# q is the squared transverse wavevector. Collector Fermi level is E = 0.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
G_UNIT = sc.e**2 / sc.h * 1e12       # (e^2/h)/nm^2 in microsiemens/um^2


def gauss01(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


def transmission(kappa2_from_right, h, m_slice, kL, mL, kR, mR):
    """Exact flux transmission through slices of constant potential."""
    psi = np.ones_like(kR, dtype=complex)
    chi = 1j * kR / mR               # derivative divided by mass
    for k2 in kappa2_from_right:
        kap = np.sqrt(k2 + 0j)
        c, s = np.cosh(kap * h), np.sinh(kap * h)
        psi, chi = (psi * c - chi * m_slice / kap * s,
                    chi * c - psi * kap / m_slice * s)
    incident = (psi + chi * mL / (1j * kL)) / 2
    return (kR / mR) / (kL / mL) / np.abs(incident)**2


# ---------- Smooth barrier: forbidden region fixed, electrode speed varied
top, width = 0.5, 1.6                # eV, nm; electron energy is zero
S_smooth = np.pi / 2 * width * np.sqrt(top / C)


def smooth_potential(x, K_left, K_right):
    u = top * (1 - (x / width)**2)
    K = np.where(x < 0, K_left, K_right)
    return np.where(u > 0, u, K * np.tanh(u / K))


def double_well(K, L0=60.0, N=6000):
    """Matrix element and 1D DOS from parity levels of a double well."""
    def matrix(L, parity):
        h = L / (N + 0.5)
        x = (np.arange(N) + 0.5) * h
        t = C / h**2
        diag = 2 * t + smooth_potential(x, K, K)
        diag[0] -= parity * t
        return diag, np.full(N - 1, -t)

    def levels(L, parity, lo, hi):
        return eigh_tridiagonal(*matrix(L, parity), eigvals_only=True,
                                select='i', select_range=(lo, hi))
    n = len(eigh_tridiagonal(*matrix(L0, -1), eigvals_only=True,
                             select='v', select_range=(-K - 1, 0)))
    L = brentq(lambda z: levels(z, -1, n, n)[0], L0,
               L0 + 1.3 * np.pi / np.sqrt(K / C), xtol=1e-8)
    even, odd = levels(L, 1, n - 1, n + 1), levels(L, -1, n - 1, n + 1)
    mean = (even + odd) / 2
    M, rho = (odd[1] - even[1]) / 2, 2 / (mean[2] - mean[0])
    x = (np.arange(200000) + 0.5) * L / 200000
    pot = smooth_potential(x, K, K)

    def state_count(E):
        return np.sum(np.sqrt(np.maximum(E - pot, 0) / C)) * L / 2e5 / np.pi
    rho_transit = (state_count(0.02) - state_count(-0.02)) / 0.04
    return M, rho, rho_transit, 4 * np.pi**2 * M**2 * rho**2


print("SMOOTH BARRIER TEST")
print(f"top {top} eV, half-width {width} nm, exp(-2S) = "
      f"{np.exp(-2*S_smooth):.4e}")
wells = {}
for K in (2.0, 8.0):
    M, rho, rho_t, prod = wells[K] = double_well(K)
    print(f"kinetic {K:.0f} eV: M={M*1e6:.4f} ueV, rho={rho:.3f}/eV, "
          f"transit rho={rho_t:.3f}/eV, product={prod:.4e}")
    assert abs(rho / rho_t - 1) < 0.03      # finite level spacing
    assert abs(prod / np.exp(-2 * S_smooth) - 1) < 0.05   # WKB error
M2_ratio = (wells[8.0][0] / wells[2.0][0])**2
assert M2_ratio > 2
print(f"ratio of M^2, fast to slow electrodes: {M2_ratio:.3f}")
h = 0.005
xs = 20 - (np.arange(8000) + 0.5) * h
for KL, KR in ((2., 2.), (2., 8.), (8., 8.)):
    D = transmission(smooth_potential(xs, KL, KR) / C, h, 1.0,
                     np.sqrt(KL / C), 1.0, np.sqrt(KR / C), 1.0)
    ratio = D / np.exp(-2 * S_smooth)
    assert abs(ratio - 1) < 0.05            # smooth but finite slopes
    print(f"exact D/exp(-2S), kinetic {KL:.0f} and {KR:.0f} eV: {ratio:.4f}")

# ---------- Model magnetic tunnel junction
phi, d, mb = 2.0, 1.2, 0.4
depth, gap_edge, maj_edge = 5.0, 0.3, -2.0
bands = {"majority": (maj_edge, 1.0), "light minority": (gap_edge, 1.0),
         "heavy minority": (gap_edge, 4.0)}
XG, WG = gauss01(10)
SG, SW = gauss01(40)
UG, UW = gauss01(24)


def kappa(x, E, V, q):
    """Decay constant at fractional position x, emitter face at x=0."""
    return np.sqrt(mb * (phi + V * (1 - x) - E) / C + q)


def D_wkb(E, V, q, band):
    return np.exp(-2 * d * sum(w * kappa(x, E, V, q)
                               for x, w in zip(XG, WG)))


def wavevectors(E, V, q, band):
    edge, mR = band
    return (np.sqrt((E + depth - V) / C - q),
            np.sqrt(mR * (E - edge) / C - q))


def D_abrupt(E, V, q, band, n=40):
    kL, kR = wavevectors(E, V, q, band)
    slices = (kappa(1 - (j + 0.5) / n, E, V, q)**2 for j in range(n))
    return transmission(slices, d / n, mb, kL, 1.0, kR, band[1])


def spectral(E, V, band, prob):
    """Transmission summed over transverse states, per nm^2 and spin."""
    E = np.atleast_1d(E)[:, None]
    qmax = band[1] * (E - band[0]) / C
    q = qmax * (1 - SG**2)
    return np.sum(prob(E, V, q, band) * 2 * SG * SW * qmax, 1) / (4 * np.pi)


def current(V, band, prob):
    lo = max(0.0, band[0])
    E = lo + (V - lo) * UG**2
    return np.sum(spectral(E, V, band, prob) * 2 * UG * UW) * (V - lo)


def conductance(V, band, prob):
    step = min(0.002, 0.1 * (V - max(0.0, band[0])))
    return (current(V + step, band, prob)
            - current(V - step, band, prob)) / (2 * step) * G_UNIT


def bulk_dos(E, band):
    return band[1]**1.5 * np.sqrt(E - band[0]) / (4 * np.pi**2 * C**1.5)


# Bulk DOS formula against an explicit count of periodic-box states
box, n1 = 40.0, np.arange(-30, 31)
k2 = (2 * np.pi / box)**2 * (n1[:, None, None]**2 + n1[None, :, None]**2
                            + n1[None, None, :]**2)
for mass in (1.0, 4.0):
    Ea, Eb = 0.25 / mass, 0.35 / mass
    count = np.sum((C * k2 / mass >= Ea) & (C * k2 / mass < Eb))
    direct = count / box**3 / (Eb - Ea)
    assert abs(direct / bulk_dos((Ea + Eb) / 2, (0.0, mass)) - 1) < 0.03

# Abrupt-interface formula against the exact slice solution
worst = 0.0
for band in bands.values():
    for E in (0.4, 0.6, 0.7):
        for q in (0.0, 2.0):
            V = 0.7
            kL, kR = wavevectors(E, V, q, band)
            vR = kR / band[1]
            v0, vd = kappa(0, E, V, q) / mb, kappa(1, E, V, q) / mb
            formula = (16 * kL * v0 * vd * vR / (kL**2 + v0**2)
                       / (vR**2 + vd**2) * D_wkb(E, V, q, band))
            worst = max(worst, abs(formula / D_abrupt(E, V, q, band) - 1))
assert worst < 0.10                  # WKB error inside a tilted barrier

# Closed transverse sum for a barrier of mean height
worst_sum = 0.0
for band in bands.values():
    for V in (0.4, 0.7):
        k0 = np.sqrt(mb * (phi + V / 2 - V) / C)
        k1 = np.sqrt(k0**2 + band[1] * (V - band[0]) / C)
        closed = sum(sign * (k / d + 1 / (2 * d**2)) * np.exp(-2 * k * d)
                     for sign, k in ((1, k0), (-1, k1))) / (4 * np.pi)
        worst_sum = max(worst_sum, abs(
            closed / spectral(V, V, band, D_wkb)[0] - 1))
assert worst_sum < 0.04              # tilt replaced by its mean

print("JUNCTION (rough model inputs)")
print(f"barrier {phi} eV, {d} nm, mass {mb}; emitter depth {depth} eV")
print(f"majority edge {maj_edge} eV, minority edge {gap_edge} eV")
print("electrode masses: emitter 1, " + ", ".join(
    f"{name} {band[1]:.0f}" for name, band in bands.items()))
kap0 = kappa(0.5, 0.0, 0.0, 0.0)
print(f"zero bias: kappa={kap0:.3f}/nm, 2S={2*kap0*d:.3f}, "
      f"exp(-2S)={np.exp(-2*kap0*d):.3e}")
print(f"transverse scale kappa/d={kap0/d:.3f}/nm^2")
print(f"largest error: abrupt formula {100*worst:.2f} %, "
      f"closed sum {100*worst_sum:.2f} %")
print("DOS in 1/(eV nm^3); top term and dJ/dV in uS/um^2, per spin")
print("V (V) | DOS | top WKB | top abrupt | dJ/dV WKB | dJ/dV abrupt")
table = {}
for name, band in bands.items():
    print(name)
    for V in (0.35, 0.4, 0.5, 0.7):
        row = (bulk_dos(V, band),
               spectral(V, V, band, D_wkb)[0] * G_UNIT,
               spectral(V, V, band, D_abrupt)[0] * G_UNIT,
               conductance(V, band, D_wkb), conductance(V, band, D_abrupt))
        table[name, V] = row
        print(f"{V:.2f} | {row[0]:.3f} | "
              + " | ".join(f"{r:.3f}" for r in row[1:]))

labels = ("DOS", "top WKB", "top abrupt", "dJ/dV WKB", "dJ/dV abrupt")
for V in (0.35, 0.7):
    ratios = [a / b for a, b in zip(table["heavy minority", V],
                                    table["light minority", V])]
    print(f"heavy/light at {V} V: " + ", ".join(
        f"{n} {r:.3f}" for n, r in zip(labels, ratios)))
assert ratios[1] < 1.2 and ratios[0] > 7
pol = [(a - b) / (a + b) for a, b in zip(table["majority", 0.7],
                                       table["heavy minority", 0.7])]
print("polarization (majority-heavy)/(sum) at 0.7 V:")
print(", ".join(f"{n} {p:+.3f}" for n, p in zip(labels, pol)))
assert pol[0] < 0 < pol[4] and abs(pol[3]) < abs(pol[0]) / 2

# Onset powers from the full differential conductance
light = bands["light minority"]
for name, prob, expected in (("WKB", D_wkb, 1.0), ("abrupt", D_abrupt, 1.5)):
    g1, g2 = (conductance(gap_edge + x, light, prob) for x in (0.002, 0.004))
    power = np.log2(g2 / g1)
    assert abs(power - expected) < 0.04     # finite distance from edge
    print(f"onset power of dJ/dV, {name}: {power:.3f}")

# ---------- Sizes of neglected effects
T = 300.0
kT = sc.k * T / sc.e


def thermal_current(V, band):
    E = band[0] + 0.6 * UG**2
    occupation = 1 / (1 + np.exp((E - V) / kT)) - 1 / (1 + np.exp(E / kT))
    return np.sum(spectral(E, V, band, D_wkb) * occupation
                  * 1.2 * UG * UW)


heavy = bands["heavy minority"]
g_hot = (thermal_current(gap_edge + 0.002, heavy)
         - thermal_current(gap_edge - 0.002, heavy)) / 0.004 * G_UNIT
eps_r, barrier_gap, breakdown = 3.0, 8.0, 10.0
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9 / eps_r


def image_energy(x):
    n = np.arange(1, 401)[:, None] * d
    return -coulomb / 2 * (1 / (2 * x) + np.sum(n / (n**2 - x**2) - 1 / n, 0))


mid = image_energy(np.array([d / 2]))[0]
assert abs(mid / (-coulomb * np.log(2) / d) - 1) < 1e-4
xi = (np.arange(4000) + 0.5) * d / 4000
S_image = np.mean(np.sqrt(mb * np.maximum(phi + image_energy(xi), 0) / C)) * d
S_gap = kap0 * d * np.sqrt(1 - phi / barrier_gap)
print("NEGLECTED EFFECTS")
print(f"{T:.0f} K: kT={kT*1000:.2f} meV, smearing width "
      f"{2*np.log(3+2*np.sqrt(2))*kT*1000:.1f} meV")
print(f"heavy WKB dJ/dV at the edge, {T:.0f} K: {g_hot:.3f} uS/um^2 (0 K: 0)")
print(f"image force, rough permittivity {eps_r:.0f}: midpoint {mid:.3f} eV, "
      f"D times {np.exp(2*(kap0*d-S_image)):.2f}")
print(f"two-band barrier, rough gap {barrier_gap:.0f} eV: D times "
      f"{np.exp(2*(kap0*d-S_gap)):.2f}")
print(f"0.1 nm thicker barrier: D times {np.exp(-0.2*kap0):.3f}")
print(f"field at 0.7 V: {0.7/d*10:.2f} MV/cm; rough breakdown "
      f"{breakdown:.0f} MV/cm")
print("success")
```

Printed output:

```
SMOOTH BARRIER TEST
top 0.5 eV, half-width 1.6 nm, exp(-2S) = 1.2354e-08
kinetic 2 eV: M=0.5012 ueV, rho=35.363/eV, transit rho=35.339/eV, product=1.2402e-08
kinetic 8 eV: M=0.9098 ueV, rho=19.454/eV, transit rho=19.405/eV, product=1.2367e-08
ratio of M^2, fast to slow electrodes: 3.295
exact D/exp(-2S), kinetic 2 and 2 eV: 1.0031
exact D/exp(-2S), kinetic 2 and 8 eV: 1.0017
exact D/exp(-2S), kinetic 8 and 8 eV: 1.0002
JUNCTION (rough model inputs)
barrier 2.0 eV, 1.2 nm, mass 0.4; emitter depth 5.0 eV
majority edge -2.0 eV, minority edge 0.3 eV
electrode masses: emitter 1, majority 1, light minority 1, heavy minority 4
zero bias: kappa=4.582/nm, 2S=10.998, exp(-2S)=1.674e-05
transverse scale kappa/d=3.819/nm^2
largest error: abrupt formula 2.90 %, closed sum 1.50 %
DOS in 1/(eV nm^3); top term and dJ/dV in uS/um^2, per spin
V (V) | DOS | top WKB | top abrupt | dJ/dV WKB | dJ/dV abrupt
majority
0.35 | 5.221 | 338.365 | 1220.071 | 240.372 | 864.575
0.40 | 5.277 | 361.794 | 1316.339 | 248.447 | 902.437
0.50 | 5.385 | 414.376 | 1532.782 | 268.451 | 993.045
0.70 | 5.597 | 547.812 | 2082.031 | 326.366 | 1243.171
light minority
0.35 | 0.762 | 93.596 | 55.118 | 90.293 | 53.548
0.40 | 1.077 | 171.439 | 146.395 | 159.419 | 138.095
0.50 | 1.523 | 297.341 | 375.592 | 256.617 | 334.130
0.70 | 2.154 | 500.995 | 959.687 | 375.106 | 764.643
heavy minority
0.35 | 6.093 | 240.637 | 75.302 | 231.080 | 72.955
0.40 | 8.617 | 328.243 | 155.378 | 300.678 | 145.367
0.50 | 12.186 | 409.414 | 299.203 | 339.762 | 260.952
0.70 | 17.234 | 547.620 | 619.957 | 384.922 | 479.998
heavy/light at 0.35 V: DOS 8.000, top WKB 2.571, top abrupt 1.366, dJ/dV WKB 2.559, dJ/dV abrupt 1.362
heavy/light at 0.7 V: DOS 8.000, top WKB 1.093, top abrupt 0.646, dJ/dV WKB 1.026, dJ/dV abrupt 0.628
polarization (majority-heavy)/(sum) at 0.7 V:
DOS -0.510, top WKB +0.000, top abrupt +0.541, dJ/dV WKB -0.082, dJ/dV abrupt +0.443
onset power of dJ/dV, WKB: 0.992
onset power of dJ/dV, abrupt: 1.494
NEGLECTED EFFECTS
300 K: kT=25.85 meV, smearing width 91.1 meV
heavy WKB dJ/dV at the edge, 300 K: 86.767 uS/um^2 (0 K: 0)
image force, rough permittivity 3: midpoint -0.277 eV, D times 13.93
two-band barrier, rough gap 8 eV: D times 4.36
0.1 nm thicker barrier: D times 0.400
field at 0.7 V: 5.83 MV/cm; rough breakdown 10 MV/cm
success
```
